Bragg sheets from replicated multilayer roughness in the Born approximation

**1. What symmetry fixes**

Let H_j be the contribution of rough interface j to the scattering amplitude at in-plane momentum transfer q_p. Shifting the profile of that interface sideways by a vector a_j multiplies H_j by the phase exp(−i q_p·a_j), apart from edge effects. If the profiles are statistically independent and laterally uniform, each can be shifted separately without changing any average. Hence

⟨H_j H_k*⟩ = exp[−i q_p·(a_j − a_k)] ⟨H_j H_k*⟩

for every choice of a_j and a_k. For j ≠ k and q_p ≠ 0 this requires ⟨H_j H_k*⟩ = 0, so the averaged diffuse intensity is a sum of single-interface intensities.

If all interfaces carry the same profile, only a common shift is allowed and the argument fails. There is a different symmetry instead: inside the stack, the rough structure repeats under a vertical shift by the period Λ. Successive periods then differ by the phase q_z Λ, whatever q_p is, and add in phase at q_z = 2πm/Λ.

Dimensions restrict the prefactor without fixing it. A step D in scattering-length density has dimension length⁻². The cross-section, an area per steradian, must be quadratic in D and proportional to the illuminated area A. The form D² A G/q_z² satisfies this if G is a lateral correlation area.

**2. Amplitude of a rough stack**

The z axis points upwards, R is the in-plane position and q = k_f − k_i. Interface j lies at z_j + u_j(R), where u_j has zero mean and uniform statistics. Interfaces are sharp, single-valued and do not cross. D_j is the density above interface j minus that below. In the first Born approximation

dσ/dΩ = ⟨|F|²⟩,  F = ∫ρ(r) exp(−i q·r) d³r.

For X-rays ρ includes the classical electron radius; the polarization factor is set to one. At fixed R the density is piecewise constant, so

∂ρ/∂z = Σ_j D_j δ(z − z_j − u_j).

Integrating by parts for q_z ≠ 0 gives

∫ρ exp(−i q_z z) dz = (1/(i q_z)) ∫(∂ρ/∂z) exp(−i q_z z) dz.

The boundary term vanishes when the density of a uniform matrix is subtracted, or when a semi-infinite substrate is given an infinitesimal absorption. Inserting the delta functions yields

F = (1/(i q_z)) Σ_j D_j exp(−i q_z z_j) H_j,
H_j = ∫_A exp[−i q_z u_j(R) − i q_p·R] d²R.

The specular part is |⟨F⟩|². The diffuse part is the remainder:

(dσ/dΩ)_diff = (1/q_z²) Σ_jk D_j D_k exp[−i q_z(z_j − z_k)] K_jk,
K_jk = ⟨H_j H_k*⟩ − ⟨H_j⟩⟨H_k*⟩.

**3. The two limits**

*Independent profiles.* For j ≠ k the average of the product is the product of the averages, so K_jk = 0. With the same one-interface statistics everywhere, K_jj = K and

(dσ/dΩ)_ind = (K/q_z²) Σ_j D_j².

The heights z_j have dropped out.

*Replicated profiles.* With u_j = u, all H_j are the same H. The amplitude factorises in each realisation, all K_jk equal K, and

(dσ/dΩ)_rep = (K/q_z²) |Σ_j D_j exp(−i q_z z_j)|².

At the same q_z and q_p, and with the same one-interface statistics, the ratio is

M(q_z) = |Σ_j D_j exp(−i q_z z_j)|² / Σ_j D_j².

K has cancelled, so M does not depend on q_p and needs no Gaussian assumption.

Independence does not remove the specular Bragg peaks. There ⟨H_j⟩ = ⟨exp(−i q_z u)⟩ ∫_A exp(−i q_p·R) d²R is the same for all j, so the specular part keeps the full interference factor. What disappears is interference in the averaged diffuse part. One coherently illuminated realisation still shows speckle, because both the single-interface terms |H_j|² and the cross terms fluctuate from one realisation to another. Averaging over many lateral correlation areas that do not interfere with one another removes it.

**4. Periodic stack**

Take N layers of thickness d in a matrix. Layer n has a step +D at nΛ and −D at nΛ + d, with n = 0 … N−1. Then

Σ_j D_j exp(−i q_z z_j) = D[1 − exp(−i q_z d)] Σ_n exp(−i n q_z Λ).

The first bracket has squared modulus 2 − 2cos(q_z d) = 4 sin²(q_z d/2). The geometric sum is [1 − exp(−iN q_z Λ)]/[1 − exp(−i q_z Λ)]. Since |1 − exp(−ix)|² = 4 sin²(x/2), and Σ_j D_j² = 2N D²,

M = (2/N) sin²(q_z d/2) sin²(N q_z Λ/2)/sin²(q_z Λ/2).

At q_z = 2πm/Λ the ratio of the last two factors tends to N², so

M_m = 2N sin²(πmd/Λ).

The condition fixes q_z and leaves q_p free. The intensity therefore lies on sheets parallel to the q_p plane, with K setting how it decays along each sheet. A sheet is absent when md/Λ is an integer, because the two faces of each layer then cancel.

For the width, set q_z = 2πm/Λ + δ and x = NδΛ/2. For N ≫ 1 the cell factor varies little across a sheet that is not absent, and the profile is sin²x/x². This equals one half at x = 1.392, and the two sides together give

FWHM = 4x/(NΛ) ≈ 5.57/(NΛ).

Well away from the sheets of a large stack, replication lowers the signal, although the side maxima next to a strong sheet can still have M above 1. For odd N, halfway between two orders, the ratio of squared sines is 1 and M = (2/N) sin²(q_z d/2).

The interference factor is redistributed, not increased on average. Suppose all height differences are multiples of a length h. Averaging over a q_z interval 2π/h removes every term cos[q_z(z_j − z_k)] with j ≠ k and leaves Σ_j D_j². The average of M is therefore 1. This rule concerns M alone; measured intensity also contains K/q_z², which varies with q_z.

**5. Gaussian roughness and partial replication**

Let the u_j be jointly Gaussian with common rms value σ and covariance C_jk(R) = ⟨u_j(R)u_k(0)⟩. For a zero-mean Gaussian variable X, ⟨exp(−iX)⟩ = exp(−⟨X²⟩/2). With X = q_z[u_j(R) − u_k(0)],

⟨X²⟩/2 = q_z²σ² − q_z²C_jk(R).

The product of the separate averages is exp(−q_z²σ²). For an area much larger than the correlation area, subtraction gives

K_jk = A exp(−q_z²σ²) ∫{exp[q_z²C_jk(R)] − 1} exp(−i q_p·R) d²R.

As a model of imperfect replication take

C_jk(R) = σ² exp(−R/ξ) exp(−|z_j − z_k|/L_v).

Expanding the exponential in powers of s² = q_z²σ² gives

K_jk = A exp(−s²) Σ_{n≥1} (s²ⁿ/n!) g_n exp(−n|z_j − z_k|/L_v),

where s²ⁿ means (s²)ⁿ and g_n is the two-dimensional transform of exp(−aR) with a = n/ξ. To find g_n, write J₀ as the angular average of a plane wave; this gives ∫exp(−aR)J₀(q_pR)dR = (a² + q_p²)^(−1/2), with R running from 0 to ∞. Applying −∂/∂a supplies the factor R of the area element, and the angular integral supplies 2π:

g_n = 2πa/(a² + q_p²)^(3/2) = 2π(ξ/n)²/[1 + (q_pξ/n)²]^(3/2).

The integral in K for one interface is G = Σ_n (s²ⁿ/n!) g_n.

Term n has vertical correlation length L_v/n, so its stack sum is needed with b = n/L_v:

S_n = Σ_jk D_j D_k exp[−b|z_j − z_k| − i q_z(z_j − z_k)].

Pairs within one layer give 2D²[1 − exp(−bd)cos(q_z d)], and there are N layers. For two layers r periods apart, let γ = b + i q_z and w = exp(−γΛ). Their four interface pairs have separations rΛ (twice, positive sign) and rΛ ± d (negative sign), so

D² wʳ[2 − exp(−γd) − exp(γd)] = −4D² wʳ sinh²(γd/2).

There are N − r such layer pairs, and the reversed order supplies the complex conjugate. Therefore

S_n = D²{2N[1 − exp(−bd)cos(q_z d)] − 8 Re[T sinh²(γd/2)]},
T = Σ_{r=1}^{N−1} (N − r)wʳ.

Writing T as a sum of partial geometric sums gives

T = Σ_{t=0}^{N−1} w(1 − wᵗ)/(1 − w) = Nw/(1 − w) − w(1 − w^N)/(1 − w)².

The diffuse cross-section and its ratio to the independent case are

(dσ/dΩ)_diff = (A/q_z²) exp(−s²) Σ_n (s²ⁿ/n!) g_n S_n,
M_part = Σ_n (s²ⁿ/n!) g_n S_n/(2N D² G).

As b → 0, sinh²(γd/2) → −sin²(q_z d/2), and S_n becomes the replicated result. As b → ∞, T sinh²(γd/2) vanishes as exp[−b(Λ − d)], leaving 2N D². In code, use the double or geometric sum when b = 0, since the closed T is 0/0 on a sheet.

A simple sheet law exists for Λ ≪ L_v ≪ NΛ. Near order m, for n = 1, 1 − w ≈ (b + iδ)Λ. The first term of T dominates, so Re T ≈ Nb/[Λ(b² + δ²)], and

S_1/(2N D²) ≈ 4 sin²(πmd/Λ) b/[Λ(b² + δ²)].

This is a Lorentzian of FWHM 2/L_v and peak 4 sin²(πmd/Λ)L_v/Λ. The vertical correlation length, not the stack height, now limits the enhancement. For L_v = 100 nm, N = 2000, m = 3 and the layer thicknesses below, the closed sum for n = 1 agrees with both expressions within 3 %. The terms with n ≥ 2 lower and broaden the sheet: with the σ and ξ of section 7 they reduce this peak by about 4 % at q_p = 0.023 nm⁻¹ and by about 18 % at 0.3 nm⁻¹.

**6. Test on random stacks**

The covariance formula was compared with amplitudes integrated directly from the density of random stacks. These had five periods, one lateral dimension and 800 realisations per case, with the σ, ξ, d and Λ of section 7. Independent, partly replicated (L_v = 20 nm) and replicated profiles were examined in two q_p bands, at order 3 and halfway to order 4. The largest deviation was 2.0 % of the formula value.

In the lower q_p band, the replicated-to-independent ratio at order 3 was 3.458, against 3.455 from M. Halfway to order 4 it was 0.366, against 0.362. Two-level profiles, with u = ±σ, gave 3.453 and 0.357, which tests the result outside Gaussian statistics. For independent Gaussian roughness, the standard deviation of the intensity between realisations was 0.99 of its mean: the speckle of section 3.

**7. Worked example: Mo/Si at 8.05 keV**

Take N = 40 Mo layers with d = 2.8 nm and Λ = 7 nm in a Si matrix, σ = 0.25 nm and ξ = 30 nm. The densities are 0.007577 nm⁻² for Mo and 0.001971 nm⁻² for Si, so |D| = 0.005606 nm⁻². The third sheet lies at

q_z = 2π·3/(7 nm) = 2.693 nm⁻¹.

With k = 40.8 nm⁻¹ and an incidence angle of 1.4°, the exit angle before refraction follows from

sin α_f = 2.693/40.8 − sin 1.4° = 0.0416,  α_f = 2.38°.

This is off specular, with |q_p| = 0.0231 nm⁻¹. Here s² = (2.693 × 0.25)² = 0.453 and G = 1555 nm². For independent roughness,

(1/A)(dσ/dΩ)_ind = 80 × (0.005606)² × exp(−0.453) × 1555/(2.693)² = 0.343 sr⁻¹.

Replication multiplies this by M_3 = 80 sin²(1.2π) = 27.6, giving 9.47 sr⁻¹. Orders 1 to 5 have M = 72.4, 27.6, 27.6, 72.4 and 0. The fifth is absent because 5d/Λ = 2.

The sheet FWHM is 0.0199 nm⁻¹. Here h = 1.4 nm, and the averaging interval spans five sheet spacings. Over it, 90 % of the interference factor lies within 2π/(NΛ) of the sheet centres, which is 5 % of the interval.

For partial replication with L_v = 200 nm, the full series gives an enhancement of 17.8 instead of 27.6. The simple Lorentzian peak formula would give 39.5, above the fully replicated value. It does not apply, mainly because L_v is not small compared with NΛ = 280 nm; it also leaves out the terms with n ≥ 2, which have shorter vertical correlation lengths.

**8. Corrections and failure of the model**

Refraction moves the sheet by more than its width. Inside the stack

k_z,in = √(k² sin²α − 4πρ̄),

with ρ̄ the thickness-averaged density. The sum of the internal components for the incident and exit waves must equal 2πm/Λ. At fixed incidence angle, the external q_z must then rise by 0.042 nm⁻¹, about two sheet widths, and the exit angle by 0.059°. An implementation should locate the sheet with internal wavevectors.

The other estimates change one feature at a time, starting from M_3 = 27.6:

- Absorption, with rough mass attenuation coefficients of 160 cm²/g for Mo and 65 cm²/g for Si, reduces the independent intensity to 0.54 of its value. The enhancement falls only to 26.6, because both cases lose intensity.
- Including the vacuum surface as a replicated interface gives 27.4.
- A 0.5 % difference in local period between bottom and top, with the mean period unchanged, gives 27.1 at the maximum of the sheet.
- A detector aperture of 0.02° gives 24.8, since it averages over part of the sheet profile.
- Unequal interface grading, with rms widths of 0.4 and 0.2 nm, gives 28.7. If the two faces have amplitude factors f_1 and f_2, then M_m = N[1 − 2f_1f_2 cos(q_z d)/(f_1² + f_2²)]. Here cos(q_z d) is positive, so unequal factors weaken the cancellation between the faces. The ratio rises although both intensities fall.

Two further effects are refraction in the individual layers and multiple specular reflection. For sharp interfaces, an exact layer calculation with absorption gives a reflectivity of at most 0.0014 within 0.03° of the incidence angle and 0.0003 within 0.03° of the uncorrected exit angle, 2.38°. The corresponding amplitudes are about 0.04 and 0.02. The refracted exit angle, 2.44°, lies closer to the fourth-order specular peak. There the internal q_z of a specular reflection is 3.45 nm⁻¹, and the envelope of the Born reflectivity, (4πD/q_z²)² × 4 sin²(q_z d/2)/sin²(q_z Λ/2), is about 0.0006; the exact layer calculation gives at most 0.0008 within 0.03° of this angle, an amplitude of about 0.03. These amplitudes are small, and at this incidence angle so is their effect on the ratio. With the exact layer fields at each interface, absorption included and to first order in the roughness height, the maximum enhancement is 22.8 instead of 26.6. Leaving out the reflected waves but keeping refraction in each layer gives 23.2, so most of the reduction is due to refraction. The vertical wavevector is smaller in Mo than in Si, which lowers the phase between the two faces of a Mo layer below 2.4π and strengthens their cancellation. The average density gives the sheet position but misses this change. Reflected waves matter more near a specular Bragg angle: close to the second-order peak, the full calculation gives 29.7 at 1.30° incidence but 19.4 at 1.32°, against 23.0 at both angles without reflected waves. The correction there can have either sign and changes quickly with angle. At the first-order specular peak, the Born reflectivity is 44, which is impossible, while the layer calculation gives 0.79. At third order the values are 0.21 and 0.092; most of this difference is due to absorption, with smaller and similar parts from refraction in the individual layers and from multiple reflection.

The result should therefore not be used when the incident or exit wave itself meets a strong Bragg condition. The wave field inside the stack then changes rapidly with angle and can modulate diffuse scattering even from independent interfaces. For full replication, the diffuse probability into exit angles from 0.005 to 0.12 rad above the surface is 0.0016 per incident photon. The output labels this the total, but it omits photons scattered down into the substrate. There the sheets m = 1 and m = −1 dominate, and the same Born formula puts their share at roughly 0.003. This gives only the order of magnitude: on the m = 1 sheet the scattered wave has an internal vertical wavevector of just 0.07 nm⁻¹ and is evanescent in Mo, so the Born formula is not accurate there. With the exact layer fields, absorption included and to first order in the roughness height, the probability of reaching the substrate is lower, about 0.001. Repeated diffuse scattering is therefore weak here.

The period, layer number and roughness are in the rough range of Mo/Si mirrors for extreme-ultraviolet light; ξ and L_v are illustrative. One assumption that can fail in a real mirror is a single L_v for all lateral scales, since long-wavelength roughness tends to replicate better than short-wavelength roughness. The enhancement then falls towards large q_p faster than a single L_v predicts; with L_v = 200 nm for all scales it falls only from 17.9 at q_p = 0 to 16.3 at 0.3 nm⁻¹. The possible effect is large: at the chosen point the enhancement falls from 27.6 to 17.8 when L_v drops from infinity to 200 nm, and it tends to 1 as L_v → 0. Mixed interlayers also make the two faces of each layer unequal; for the widths assumed, the grading estimate changes the ratio by only 4 % at third order, but at fifth order it gives 18 instead of 0. A sheet that is absent for equal faces can therefore appear in a real mirror. The numerical output below lists the inputs and results with their units.

Table of computed values

```
-- Simulated rough stacks --
Periods in simulated stack: 5
Random realisations: 800
Replicated/independent on sheet, simulated: 3.458
Replicated/independent on sheet, formula: 3.455
Same ratio on sheet, two-level roughness, simulated: 3.453
Replicated/independent between sheets, simulated: 0.366
Replicated/independent between sheets, formula: 0.362
Same ratio between sheets, two-level roughness, simulated: 0.357
Largest deviation simulation/formula: 2.0 %
Speckle contrast, independent roughness: 0.99
-- Mo/Si example --
Periods: 40
Period: 7 nm
Mo thickness: 2.8 nm
Roughness sigma: 0.25 nm
Lateral correlation length: 30 nm
Vertical correlation length, partial case: 200 nm
Photon energy: 8.05 keV
Wavenumber k: 40.8 nm^-1
SLD of Mo: 0.007577 nm^-2
SLD of Si: 0.001971 nm^-2
Sheet position q_z, order 3: 2.693 nm^-1
Incidence angle: 1.4 deg
Exit angle: 2.383 deg
In-plane momentum transfer: 0.02309 nm^-1
(q_z sigma)^2: 0.4532
Lateral integral G: 1555 nm^2
Independent cross-section per area: 0.3428 sr^-1
Replicated cross-section per area: 9.474 sr^-1
Enhancement, orders 1 to 5: 72.36, 27.64, 27.64, 72.36, 0.00
Enhancement, partial replication, order 3: 17.79
Sheet FWHM, full replication: 0.01987 nm^-1
Sheet weight within 2pi/(N period) of centres: 0.903
-- Neglected effects --
Refraction shift of sheet in external q_z: 0.04222 nm^-1
Refraction shift of exit angle: 0.05935 deg
Absorption: independent intensity kept: 0.542
Enhancement with absorption: 26.63
Enhancement with vacuum surface: 27.36
Enhancement, gradings 0.4 and 0.2 nm: 28.72
Enhancement, 0.5 % period drift: 27.11
Enhancement, 0.02 deg detector aperture: 24.81
Specular reflectivity near incidence angle: 0.001388
Specular reflectivity near exit angle: 0.0003024
Exact specular peak reflectivity, order 1: 0.7854
Born specular peak reflectivity, order 1: 44.25
Exact specular peak reflectivity, order 3: 0.09249
Born specular peak reflectivity, order 3: 0.2087
Total diffuse probability, replicated, Born: 0.001592
```
